\section*{Why Skew Scattering Cannot Appear Before Third Order in the Impurity Potential}

A scattering probability cannot depend on the phases chosen for the basis states. The amplitude for going from $k$ to $k'$ is a sum over chains of matrix elements leading from $k$ to $k'$, and its complex conjugate is a sum over chains leading back. Every term in the probability is therefore a closed loop through $k$ and $k'$. With two matrix elements the loop is $V_{kk'}V_{k'k}$, which is real for a Hermitian potential and does not change when $k$ and $k'$ are exchanged. With three elements, one intermediate state $q$ enters and the loop is a triangle,
\begin{equation}
X_q=V_{kk'}V_{k'q}V_{qk}.
\label{triangle}
\end{equation}
Exchanging $k$ and $k'$ reverses the direction around the triangle, and Hermiticity turns this into complex conjugation:
\begin{equation}
V_{k'k}V_{kq}V_{qk'}=(V_{kk'}V_{k'q}V_{qk})^*=X_q^* .
\label{reverse}
\end{equation}
An antisymmetric third-order rate can thus contain $\operatorname{Im}X_q$ but not $\operatorname{Re}X_q$, provided that the factors multiplying $X_q$ are themselves symmetric. Dimensions require one further inverse energy compared with second order. What remains is to find that factor.

Let $H=H_0+V$, with $H_0|k\rangle=E_k|k\rangle$, a static Hermitian $V$, and states that form a continuum. I set $\hbar=1$. Diagonal elements of $V$, which shift energies, are absorbed in $H_0$. Switch the potential on slowly as $Ve^{\eta t}$, with $\eta\to0^+$ at the end, after the continuum limit. For a system that starts in $k$, write $E=E_k$, $E'=E_{k'}$ and $x=E-E'$. The first-order amplitude in the interaction picture is
\begin{equation}
c^{(1)}_{k'}=-i\int_{-\infty}^{t}ds\,V_{k'k}e^{-ixs+\eta s}
=\frac{V_{k'k}\,e^{-ixt+\eta t}}{x+i\eta}.
\end{equation}
Inserting $c_q^{(1)}$ into the next equation of motion and integrating again gives
\begin{equation}
c^{(2)}_{k'}=\frac{e^{-ixt+2\eta t}}{x+2i\eta}
\sum_q\frac{V_{k'q}V_{qk}}{E-E_q+i\eta}.
\end{equation}
The rate is $w(k'\leftarrow k)=d|c_{k'}|^2/dt$. At second order,
\begin{equation}
w^{(2)}=|V_{k'k}|^2\frac{2\eta}{x^2+\eta^2}
\to2\pi|V_{k'k}|^2\delta(E-E').
\label{second}
\end{equation}
Since $V_{k'k}=V_{kk'}^*$, this is symmetric. Time-reversal symmetry has not been used: a magnetic or spin-orbit potential obeys the same second-order result as long as it is Hermitian.

At third order the direct amplitude interferes with the two-step amplitude. The time derivative of $2\operatorname{Re}(c^{(1)*}c^{(2)})$ contains the factor
\begin{equation}
\frac{3\eta}{(x-i\eta)(x+2i\eta)}
=-i\left[\frac1{x-i\eta}-\frac1{x+2i\eta}\right]\to2\pi\delta(x),
\end{equation}
because the principal parts cancel and the delta parts add to $2\pi i\delta(x)$ inside the bracket. With $V_{k'k}^*=V_{kk'}$,
\begin{equation}
w^{(3)}=2\pi\delta(E-E')\,2\operatorname{Re}\sum_q
\frac{X_q}{E-E_q+i0}.
\end{equation}
Now use $1/(E-E_q+i0)=\mathcal P/(E-E_q)-i\pi\delta(E-E_q)$ and $\operatorname{Re}(-iX_q)=\operatorname{Im}X_q$:
\begin{equation}
w^{(3)}=2\pi\delta(E-E')\sum_q\left[
2\,\mathcal P\frac{\operatorname{Re}X_q}{E-E_q}
+2\pi\delta(E-E_q)\operatorname{Im}X_q\right].
\end{equation}
Because $E=E'$, the energy factors are unchanged by the exchange. By (\ref{reverse}) the first term is symmetric and the second antisymmetric. The skew rate at leading possible order is therefore
\begin{equation}
w_a(k'\leftarrow k)=(2\pi)^2\delta(E-E')\sum_q\delta(E-E_q)
\operatorname{Im}[V_{kk'}V_{k'q}V_{qk}].
\label{skew}
\end{equation}
The intermediate state must lie on the energy shell. States elsewhere, including those of another band that does not reach the energy $E$, change the symmetric part but not the skew part at this order.

Summing (\ref{skew}) over final states leaves two on-shell sums, over $k'$ and $q$. Interchanging these dummy labels sends the triangle to its complex conjugate, so the sum equals minus itself:
\begin{equation}
\sum_{k'}w_a(k'\leftarrow k)=0.
\end{equation}
Skew scattering redistributes directions without altering the total rate of leaving a state.

Third order is the earliest possible order, and the term may still vanish. If all on-shell matrix elements can be made real by a choice of phases, $\operatorname{Im}X_q=0$. Disorder statistics matter too. For independent impurities at random positions, the position phases around the triangle cancel when all three elements belong to the same impurity, and the average is proportional to the density times the cube of the single-impurity strength. Gaussian disorder with zero mean has no third moment, so its averaged skew rate can start no earlier than fourth order.

Nor does a skew rate guarantee a Hall current. For spinless carriers with time-reversal symmetry, $w(k'\leftarrow k)=w(-k\leftarrow-k')$. Taking the antisymmetric part gives $w_a(-k'\leftarrow-k)=-w_a(k'\leftarrow k)$. The product $k_xk'_y-k_yk'_x$ is unchanged when both momenta are reversed, so its sum weighted with $w_a$ vanishes. A scatterer without inversion symmetry can have complex triangles and still give no net turning moment of this kind.

A simple system that displays the triangle has three semi-infinite chains with nearest-neighbour hopping $-1$, numbered 0, 1 and 2. Their end sites are joined by $\lambda U$, with $U_{01}=e^{0.9i}$, $U_{02}=0.8$, $U_{12}=1.1$, the conjugate elements in the reverse directions, and zero diagonal. The chain energy is $E=-2\cos k$. The normalized states $\sqrt{2/\pi}\sin(kj)$ and $dE/dk=2\sin k$ give an end-site density of states
\begin{equation}
\rho=\frac{(2/\pi)\sin^2k}{2\sin k}=\frac{\sin k}{\pi}.
\end{equation}
An energy-normalized incoming wave carries flux $1/(2\pi)$, while its transition rate into another chain is $2\pi\rho^2|T_{ab}|^2$. Their ratio is the probability $P_{ab}=4\sin^2k\,|T_{ab}|^2$ of going from $b$ to $a$. The end-site Green function obeys $g=1/(E-g)$, whose outgoing solution is $g=-e^{ik}$. With $X=U_{ba}(U^2)_{ab}$, expansion gives
\begin{equation}
P_{ab}=4\lambda^2\sin^2k\,|U_{ab}|^2
+8\lambda^3\sin^2k\,[\sin k\operatorname{Im}X-\cos k\operatorname{Re}X]+\cdots .
\end{equation}

Direct solution of the time-dependent Schr\"odinger equation tests this without assuming a rate. Packets with amplitude envelope $e^{-(j-85)^2/(4\cdot12^2)}$ and central wavenumber 1.3 were sent towards the junction on chains of 200 sites. At $\lambda=0.06$, the probability is 0.013973 from chain 0 to chain 1 and 0.011883 in reverse. Runs at $\pm\lambda$ and $\pm\lambda/2$ separate the orders. The second-order coefficient is 3.7077 in both directions, against 3.7078 from the formula averaged over the packet. The antisymmetric third-order coefficient is 4.9224 against 4.9226, and the symmetric one is $-1.0802$ against $-1.0804$. The predicted leading difference between the two directions is $2(0.06)^3(4.9226)=0.00213$; the measured difference is 0.00209, the remainder being of higher order. Replacing $U$ by its moduli makes it real. Even at $\lambda=0.3$ both probabilities are then 0.216521, so strong scattering by itself does not produce the asymmetry.

For a case with a Hall current, take one massive Dirac cone in two dimensions,
\begin{equation}
H_0=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad E^2=m^2+p^2,\quad p=vk.
\end{equation}
The Fermi energy lies in the upper band, $E>|m|$. Define $\cos\theta=m/E$, $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$. A state moving at angle $\phi$ has the spinor $u_\phi=(c,\,se^{i\phi})^T$, and the density of states per area is $N=k/(2\pi\,dE/dk)=E/(2\pi v^2)$. The impurities are scalar points of strength $V_0$ and density $n$, placed independently at random.

For scattering angle $\chi=\phi'-\phi$, the overlap is $\langle u_{\phi'}|u_\phi\rangle=c^2+s^2e^{-i\chi}$. Its squared modulus is
\begin{equation}
B(\chi)=c^4+s^4+2c^2s^2\cos\chi
=\frac{1+\cos^2\theta+\sin^2\theta\cos\chi}{2}.
\end{equation}
Averaging the intermediate projector $|u_q\rangle\langle u_q|$ over direction leaves $\operatorname{diag}(c^2,s^2)$. The averaged triangle of overlaps is then
\begin{align}
\overline X&=(c^2+s^2e^{i\chi})(c^4+s^4e^{-i\chi}),\nonumber\\
\operatorname{Im}\overline X&=c^2s^2(c^2-s^2)\sin\chi
=\tfrac14\sin^2\theta\cos\theta\sin\chi.
\end{align}
With the area $A$, each matrix element carries $V_0/A$, there are $nA$ impurities, and the on-shell sum over $q$ gives $AN$. Hence
\begin{align}
w^{(2)}&=\frac{2\pi nV_0^2}{A}B(\chi)\,\delta(E-E'),\\
w_a&=\frac{(2\pi)^2nV_0^3N}{4A}\sin^2\theta\cos\theta\sin\chi\,\delta(E-E').
\end{align}

Scattering changes the mean of $e^{i\phi}$ at the rate $\sum w(e^{i\chi}-1)$ times that mean. The symmetric part gives the relaxation rate $1/\tau$ and the skew part a rotation rate $1/\tau_\perp$. With angular averages $\langle\cos^2\chi\rangle=\langle\sin^2\chi\rangle=1/2$,
\begin{align}
\frac1\tau&=2\pi nV_0^2N\langle B(1-\cos\chi)\rangle
=\frac{\pi}{2}nV_0^2N(1+3\cos^2\theta),\\
\frac1{\tau_\perp}&=\frac{\pi^2}{2}nV_0^3N^2\sin^2\theta\cos\theta.
\end{align}
In a steady state the force balances $(1/\tau-i/\tau_\perp)$ times the mean. The drift is therefore turned anticlockwise from the force by
\begin{equation}
\tan\alpha=\frac{\tau}{\tau_\perp}
=\frac{\pi NV_0\sin^2\theta\cos\theta}{1+3\cos^2\theta}
=\frac{V_0mp^2}{2v^2(E^2+3m^2)}.
\label{angle}
\end{equation}
The density cancels because both rates are proportional to it. Reversing either $m$ or $V_0$ reverses the turn. For $|m|\ll E$, $\tan\alpha\to V_0m/(2v^2)$, independent of energy. Near the band edge, for $m>0$, it tends to $V_0p^2/(8v^2m)$ and vanishes, since the spinor then hardly varies with direction and the triangle loses its phase.

A point impurity also allows the whole Born series to be summed. Its spin-diagonal elements are $t_\pm=V_0/(1-V_0g_\pm)$, where integrating the Green function up to $vk=\Lambda$ gives
\begin{equation}
g_\pm=\frac{E\pm m}{4\pi v^2}\left[-\ln\frac{\Lambda^2-p^2}{p^2}-i\pi\right].
\end{equation}
The odd part of $|c^2t_++s^2t_-e^{-i\chi}|^2$ is $-2c^2s^2\operatorname{Im}(t_+t_-^*)\sin\chi$. At third order $\operatorname{Im}(t_+t_-^*)=V_0^3\operatorname{Im}(g_+-g_-)=-V_0^3m/(2v^2)$. This reproduces $w_a$, and the cutoff logarithm drops out, as the on-shell rule requires. The lower band is included in $g_\pm$.

For numbers, consider one surface of a magnetically doped (Bi,Sb)$_2$Te$_3$ film, a material studied for spin-orbit-torque memory. Rough inputs are $\hbar v=0.30$ eV nm, $m=0.030$ eV, $E=0.100$ eV, $V_0=0.40$ eV nm$^2$, $n=0.20$ nm$^{-2}$ and $\Lambda=0.30$ eV. Then $\cos\theta=0.300$, $N=0.1768$ eV$^{-1}$ nm$^{-2}$ and $NV_0=0.0707$. From (\ref{angle}),
\begin{equation}
\tan\alpha=\frac{\pi(0.0707)(0.91)(0.300)}{1.27}=0.048,
\qquad \alpha=2.7^\circ.
\end{equation}
The left-right asymmetry at $90^\circ$, $w_a/w^{(2)}$, has $1+\cos^2\theta=1.09$ in place of 1.27 and equals 0.056. Summing all orders for one impurity gives 0.049, so the third-order estimate is about 14\% high relative to that sum. The corresponding $\tan\alpha$ is 0.043. Unlike the third-order values, these sums depend on the cutoff at fixed $V_0$: for $\Lambda=0.2$, 0.6 and 1.0 eV the asymmetry is 0.051, 0.045 and 0.043, the third-order excess is 8, 24 and 31\%, and $\tan\alpha$ is 0.045, 0.040 and 0.038.

The relaxation rate is $\hbar/\tau=(\pi/2)(0.20)(0.40)^2(0.1768)(1.27)=0.0113$ eV, or $\tau=0.058$ ps. The group velocity is $vp/E$, giving a mean free path of 25 nm (250 angstrom). The distance associated with skew turning, $(vp/E)\tau_\perp$, is 530 nm (5300 angstrom). The mobility $e\tau v^2/E$ is about 1200 cm$^2$/Vs.

Symmetric second-order rates do not imply zero Hall conductivity, because intrinsic motion and coordinate shifts during scattering lie outside the rates. Fourth-order skew scattering from pairs of impurities adds a further part. Its rate varies as $n^2V_0^4$, and the skew conductivity varies as $\tau^2/\tau_\perp$ with $1/\tau\propto nV_0^2$, so this part does not depend on density either. These contributions are estimated here in two steps. The first is the Fermi-surface part of the Kubo formula with ladder diagrams. Crossed diagrams, which belong to skew scattering from pairs of impurities, are added afterwards, and the Fermi-sea term is left out. Let $W=nV_0^2$ and take $V_0\to0$ at fixed small $W$. The third-order skew conductivity, which varies as $nV_0^3/W^2=V_0/W$, then drops out. The two spin components have half-widths $\gamma_\pm=W(E\pm m)/(4v^2)$. The averaged product $G^R\sigma_+G^A$ is $I\sigma_+$, with
\begin{equation}
I=\frac{(E+m+i\gamma_-)(E-m-i\gamma_+)}{4v^2[(E+m)\gamma_++(E-m)\gamma_-]}
\simeq\frac{p^2-iWEm/v^2}{2W(E^2+m^2)}.
\end{equation}
Repeated scattering replaces $I$ by $Q$, where $1/Q=1/I-W$:
\begin{equation}
\frac1Q\simeq\frac{W(E^2+3m^2)}{p^2}
+\frac{2iW^2Em(E^2+m^2)}{v^2p^4}.
\end{equation}
Writing $\sigma_y=-i(\sigma_+-\sigma_-)$ for the driving current and tracing with $\sigma_x$ gives $\sigma_{xy}=v^2\operatorname{Im}Q/\pi$ in units of $e^2/\hbar$. Multiplication by $2\pi$ converts this to
\begin{equation}
\sigma_{xy}^{(0)}=-\frac{4mE(E^2+m^2)}{(E^2+3m^2)^2}\,\frac{e^2}{h}
=-0.81\,\frac{e^2}{h}.
\end{equation}
The longitudinal conductivity, $\pi N(vp/E)^2\tau$ in units of $e^2/h$, is 4.0. An anticlockwise turn of a drift along $y$ points towards negative $x$, so the skew part is $-0.048\times4.0=-0.19\,e^2/h$. It is smaller than the ladder value $\sigma_{xy}^{(0)}$, but that value is not the whole density-independent part. For weak point impurities, diagrams with one pair of crossed impurity lines are of the same order. The known result, quoted here without derivation, is that they add $4mEp^2/(E^2+3m^2)^2=0.68$ in units of $e^2/h$. This cancels most of the ladder value and leaves $-8Em^3/(E^2+3m^2)^2=-0.13$. Taken at face value, these weak-disorder numbers make the third-order skew part the larger of the two at the chosen density. With $V_0$ held fixed it varies as $1/n$. It equals the ladder value in size at $n=0.047$ nm$^{-2}$, and the density-independent part with crossed diagrams included at about 0.29 nm$^{-2}$. The comparison with $-0.13$ is fragile, because that number is a small difference of two limits $W\to0$. At the chosen $W=0.032$ eV$^2$ nm$^2$, level broadening alone moves the ladder value for $V_0\to0$ from $-0.81$ to $-0.67$, a shift as large as the remainder, so neither the ranking at the chosen density nor the value 0.29 nm$^{-2}$ is established.

The full ladder sum at the chosen $V_0$ and $n$ gives $-0.81\,e^2/h$, not the sum of the skew part and $\sigma_{xy}^{(0)}$, which is $-1.00\,e^2/h$. It too lacks the crossed diagrams, so it is not the complete Hall conductivity of the model. Its closeness to $\sigma_{xy}^{(0)}$ does not show that skew scattering is absent. A fit of the ladder sum at low density and the chosen $V_0$ gives a $1/n$ part that amounts to $-0.21$ at $n=0.20$ nm$^{-2}$ and a constant part of $-0.72$; the remaining $+0.12$ grows with density and comes from level broadening. The total also depends on the cutoff, running from $-0.85$ at $\Lambda=0.2$ eV to $-0.73$ at 1.0 eV.

Set beside a real film, the mobility is on the high side for magnetic doping, where a few hundred cm$^2$/Vs is a rough typical figure, and the half gap is on the large side. One assumption that matters for a measured Hall signal is that the third-order skew rate alone determines it: in the weak-potential estimates above, the ladder and crossed-diagram terms are each larger than the skew part and largely cancel, so the remainder is comparable with it. It is also assumed that all impurities have the same sign of $V_0$. The third-order skew rate is odd in $V_0$, so equal densities of impurities with strengths $+V_0$ and $-V_0$ would cancel it. Higher orders survive: with all orders summed for each impurity, such a mixture leaves $\tan\alpha=-0.014$ at $\Lambda=0.30$ eV. Other simplifications can be sized as follows. The mean impurity potential, 0.080 eV, is comparable with $E$, which must therefore be measured from the shifted Dirac point. The multiple-scattering parameter $1/(k_F\ell)$, with $\ell$ the mean free path, is 0.12. Hexagonal warping with a rough coefficient of 0.25 eV nm$^3$ has an energy of up to 8\% of $E$. It adds to $m$ with a sign that alternates with direction, and reaches 27\% of $m$. A Gaussian impurity with profile $e^{-r^2/2a^2}$ and $a=0.5$ nm has a $90^\circ$ Born rate 5\% below that of a point. Magnetic dopants at 1 nm$^{-2}$, with exchange strength 0.030 eV nm$^2$ chosen to produce the gap, have $nV^2$ equal to 3\% of the scalar value. Thermal smearing at 10 K changes $\tan\alpha$ by less than 0.01\%; changes of the gap and phonon scattering are not included in that figure. The remaining digits are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Chains: coupling strength = 0.06 hopping
Chains: P(0 to 1) = 0.013973
Chains: P(1 to 0) = 0.011883
Chains: 2nd-order coeff 0 to 1, packets = 3.7077
Chains: 2nd-order coeff 1 to 0, packets = 3.7077
Chains: 2nd-order coeff, formula = 3.7078
Chains: 3rd-order antisym, packets = 4.9224
Chains: 3rd-order antisym, formula = 4.9226
Chains: 3rd-order sym, packets = -1.0802
Chains: 3rd-order sym, formula = -1.0804
Real coupling 0.3: P(0 to 1) = 0.216521
Real coupling 0.3: P(1 to 0) = 0.216521
hbar*v = 0.30 eV nm
Half gap m = 0.030 eV
Fermi energy = 0.100 eV
Impurity strength V0 = 0.40 eV nm^2
Impurity density = 0.20 nm^-2
Band cutoff = 0.30 eV
Temperature = 10 K
cos(theta) = 0.300
Fermi wavenumber = 0.3180 nm^-1
Density of states = 0.1768 eV^-1 nm^-2
V0 times density of states = 0.0707
Asymmetry at 90 deg, third order = 0.0557
Asymmetry at 90 deg, all orders = 0.0487
Relaxation rate hbar/tau = 0.01129 eV
Skew rate hbar/tau_perp = 0.000539 eV
Relaxation time = 0.0583 ps
Mobility = 1211 cm2/Vs
Mean free path = 25.35 nm = 253.5 angstrom
Skew length = 530.7 nm = 5307 angstrom
tan(drift angle), third order = 0.0478
Drift angle, third order = 2.73 deg
tan(drift angle), all orders = 0.0425
Relaxation rate, all orders = 0.00921 eV
Longitudinal conductivity = 4.031 e^2/h
Skew Hall conductivity sigma_xy = -0.1925 e^2/h
Density-independent sigma_xy = -0.8110 e^2/h
Ladder sum total sigma_xy = -0.8134 e^2/h
Ladder sum sigma_yy = 4.449 e^2/h
Density where both Hall parts match = 0.0475 nm^-2
Neglected: 1/(kF*path) = 0.124
Neglected: mean impurity shift n*V0 = 0.080 eV
Neglected: thermal change of tan = -0.007 %
Warping coefficient (rough) = 0.25 eV nm^3
Neglected: warping energy / EF = 8.0 %
Impurity range (rough) = 0.5 nm
Neglected: range loss of 90 deg rate = 4.9 %
Magnetic dopant density (rough) = 1.0 nm^-2
Dopant exchange strength = 0.030 eV nm^2
Neglected: dopant / impurity n*V^2 = 2.8 %
\end{verbatim}
